# Threshold of a silicon MOS structure: when is the surface inverted?

## The problem

A silicon body is doped uniformly with \(N_A=10^{17}\ \mathrm{cm^{-3}}\) acceptors and covered by 2 nm of silicon dioxide and a gate. The temperature is 300 K. Find

1. the bulk potential \(\phi_B\),
2. the maximum width of the depletion region,
3. the threshold gate voltage \(V_T\), measured from the flat-band voltage \(V_{FB}\).

Threshold is defined by the usual convention: the electron density at the silicon surface equals the hole density deep in the body. The source, the drain and the body are all at the same potential, so the electrons at the surface are in equilibrium with the body.

The adopted inputs are an intrinsic density \(n_i=10^{10}\ \mathrm{cm^{-3}}\) and relative permittivities of 11.7 for silicon and 3.9 for the oxide. These give \(\varepsilon_s=1.03594\times10^{-12}\) F/cm and \(\varepsilon_{ox}=3.45313\times10^{-13}\) F/cm. The thermal voltage is \(\phi_t=kT/q=0.025852\) V, where \(q>0\) is the elementary charge.

## A tempting solution

**Bulk potential.** Let \(p_0\) and \(n_0\) be the hole and electron densities deep in the body. With all acceptors ionised, neutrality and equilibrium require

\[
p_0-n_0=N_A,\qquad p_0n_0=n_i^2 .
\]

Eliminating \(n_0\) gives \(p_0^2-N_Ap_0-n_i^2=0\), whose positive root is

\[
p_0=\frac{N_A}{2}+\sqrt{\frac{N_A^2}{4}+n_i^2}\simeq N_A .
\]

The relative correction is about \(n_i^2/N_A^2=10^{-14}\). The bulk potential measures how far the body is from intrinsic, through \(p_0=n_ie^{\phi_B/\phi_t}\) and \(n_0=n_ie^{-\phi_B/\phi_t}\). Hence

\[
\phi_B=\phi_t\ln\frac{N_A}{n_i}=0.025852\ \mathrm{V}\times16.1181=0.4167\ \mathrm{V}.
\]

**Depletion region.** Let \(x\) run from the oxide interface into the silicon, and let the potential \(\psi(x)\) be zero in the neutral body. A gate voltage above \(V_{FB}\) repels holes and makes \(\psi\) positive near the surface. In the depletion approximation the charge density is \(-qN_A\) for \(0<x<W\) and zero beyond. Poisson's equation is then

\[
\frac{d^2\psi}{dx^2}=-\frac{(-qN_A)}{\varepsilon_s}=\frac{qN_A}{\varepsilon_s}.
\]

Both \(\psi\) and its slope vanish at \(x=W\). Integrating from \(x\) to \(W\) once, and then again, gives

\[
\frac{d\psi}{dx}=-\frac{qN_A}{\varepsilon_s}(W-x),\qquad
\psi(x)=\frac{qN_A}{2\varepsilon_s}(W-x)^2 .
\]

At \(x=0\) the second relation links the surface potential \(\psi_s\) to the width:

\[
\psi_s=\frac{qN_AW^2}{2\varepsilon_s}
\quad\Longrightarrow\quad
W=\sqrt{\frac{2\varepsilon_s\psi_s}{qN_A}} .
\]

**Gate voltage.** The field at the silicon surface is \(E_s=-d\psi/dx=qN_AW/\varepsilon_s\). By Gauss's law the displacement is continuous across the interface, so \(\varepsilon_{ox}E_{ox}=\varepsilon_sE_s=Q\), where \(Q=qN_AW\) is the magnitude of the silicon charge per area. The voltage across an oxide of thickness \(t_{ox}\) is \(E_{ox}t_{ox}=Q/C_{ox}\), with \(C_{ox}=\varepsilon_{ox}/t_{ox}\). Adding the drops in the silicon and in the oxide,

\[
V_G-V_{FB}=\psi_s+\frac{qN_AW}{C_{ox}} .
\]

A fixed charge at the interface would change the oxide drop by the same amount at flat band and at threshold. It therefore belongs to \(V_{FB}\) and cancels from the difference, as does the work-function difference between gate and silicon.

**Inversion.** The argument now continues: "The body is p-type. The surface is inverted when it stops being p-type and turns n-type. Since \(\phi_B\) is the distance of the body from intrinsic, this happens at \(\psi_s=\phi_B\)." The width and the threshold would then be

\[
W=\sqrt{\frac{2\varepsilon_s\phi_B}{qN_A}}\simeq73\ \mathrm{nm},
\qquad
V_T-V_{FB}=0.4167\ \mathrm{V}+0.0681\ \mathrm{V}=0.4848\ \mathrm{V}.
\]

## Where it fails

The bulk potential, the depletion relation and the voltage balance are sound within their approximations. The fault is the value chosen for \(\psi_s\), and the electron density shows it.

In equilibrium, with Boltzmann statistics, the carrier densities follow the local potential:

\[
n(x)=n_0e^{\psi(x)/\phi_t},\qquad p(x)=p_0e^{-\psi(x)/\phi_t}.
\]

Putting \(\psi_s=\phi_B\) into the first relation gives

\[
n(0)=n_ie^{-\phi_B/\phi_t}\,e^{\phi_B/\phi_t}=n_i=10^{10}\ \mathrm{cm^{-3}} .
\]

The surface has just become intrinsic. The definition of threshold asks for \(10^{17}\ \mathrm{cm^{-3}}\), which is seven powers of ten more. A change of sign in \(n-p\) is not the same condition as an electron density equal to the bulk hole density.

## The right solution

Impose the stated condition, \(n(0)=p_0\):

\[
n_ie^{-\phi_B/\phi_t}\,e^{\psi_s/\phi_t}=n_ie^{\phi_B/\phi_t}.
\]

Cancelling \(n_i\) and taking the logarithm gives \(\psi_s-\phi_B=\phi_B\), so

\[
\psi_s=2\phi_B=0.8334\ \mathrm{V}.
\]

The first \(\phi_B\) brings the surface from p-type to intrinsic. The second makes it as strongly n-type as the body is p-type.

**Depletion width.** With \(\psi_s=2\phi_B\) the width, now called \(W_m\), is

\[
W_m=\sqrt{\frac{4\varepsilon_s\phi_B}{qN_A}}
=\sqrt{\frac{4(1.03594\times10^{-12})(0.4167)}{(1.60218\times10^{-19})(10^{17})}}\ \mathrm{cm}
=1.038\times10^{-5}\ \mathrm{cm},
\]

or about 104 nm.

**Threshold.** The charge and the oxide capacitance per area are

\[
Q=qN_AW_m=1.6632\times10^{-7}\ \mathrm{C/cm^2},
\]

\[
C_{ox}=\frac{3.45313\times10^{-13}\ \mathrm{F/cm}}{2.0\times10^{-7}\ \mathrm{cm}}
=1.7266\times10^{-6}\ \mathrm{F/cm^2}.
\]

Their ratio is an oxide drop of 0.0963 V. Therefore

\[
V_T-V_{FB}=2\phi_B+\frac{\sqrt{4\varepsilon_sqN_A\phi_B}}{C_{ox}}
=0.8334\ \mathrm{V}+0.0963\ \mathrm{V}=0.9297\ \mathrm{V}.
\]

The answers are \(\phi_B\simeq0.42\) V, \(W_m\simeq104\) nm and \(V_T-V_{FB}\simeq0.93\) V.

The tempting threshold was too low by 0.445 V, or 48% of the correct value. Doubling it would not repair it: the surface potential doubles, but the oxide drop follows \(\sqrt{\psi_s}\) and grows by a factor \(\sqrt2\).

## Is the depletion approximation good enough?

At threshold the surface holds as many electrons per volume as acceptors, yet the calculation of \(Q\) ignored the electrons. It also gave the depletion region a sharp edge, although the hole density changes smoothly. Both simplifications can be examined with the full Poisson equation.

The charge density is \(q(p-n-N_A)\). Write \(u=\psi/\phi_t\) and replace \(N_A\) by \(p_0-n_0\):

\[
\frac{d^2u}{dx^2}=\frac{q}{\varepsilon_s\phi_t}
\left[p_0(1-e^{-u})+n_0(e^{u}-1)\right].
\]

Multiply by \(du/dx\). The left side becomes the derivative of \(\tfrac12(du/dx)^2\), and the right side can be integrated over \(u\), starting from the body, where \(u\) and its slope vanish. With \(E=-\phi_t\,du/dx\), the result is

\[
E^2=\frac{2q\phi_t}{\varepsilon_s}
\left[p_0(u+e^{-u}-1)+n_0(e^{u}-u-1)\right].
\]

At threshold \(u=2\phi_B/\phi_t\), so \(p_0e^{-u}=n_0\) and \(n_0e^u=p_0\). The bracket becomes

\[
p_0u+n_0-p_0+p_0-n_0u-n_0=(p_0-n_0)u=N_Au .
\]

Hence \(E_s^2=2qN_A\psi_s/\varepsilon_s\). The depletion approximation gives the same field, since \((qN_AW/\varepsilon_s)^2=2qN_A\psi_s/\varepsilon_s\). Within the Boltzmann model, the total charge and the threshold formula are therefore exact when \(\phi_B\) is taken from the exact neutrality condition. The logarithmic form of \(\phi_B\) differs from that value negligibly here.

The agreement comes from a cancellation. The term \(-p_0\) comes from the gradual hole edge, and the term \(+p_0\) comes from the surface electrons. A numerical solution of the full equation, with 0.9297 V imposed on the gate, tests the result: it returns a surface electron density of \(1.000\times10^{17}\ \mathrm{cm^{-3}}\) and a total charge of \(1.6632\times10^{-7}\ \mathrm{C/cm^2}\).

**Below threshold the cancellation is absent.** When \(u\) is several units large but the electrons are still negligible, the bracket is close to \(N_A(u-1)\). The field is then that of a depletion region with surface potential \(\psi_s-\phi_t\). The gate voltage of the tempting solution, 0.4848 V, provides a case. The full solution has \(\psi_s=0.4187\) V instead of 0.4167 V, because the slightly smaller silicon charge leaves less voltage across the oxide. The deficit found numerically is 0.02585 V, equal to \(\phi_t\) to the digits shown.

**How much of the charge is electrons?** Near the surface, approximate the potential by its tangent, \(\psi\simeq\psi_s-E_sx\). Then \(n\simeq N_Ae^{-E_sx/\phi_t}\), and integration over depth gives \(N_A\phi_t/E_s\) electrons per area. Divided by the total \(N_AW_m\), the electron share is

\[
\frac{\phi_t}{E_sW_m}=\frac{\phi_t}{2\psi_s}=\frac{\phi_t}{4\phi_B}=1.55\% ,
\]

where \(E_sW_m=qN_AW_m^2/\varepsilon_s=2\psi_s\) was used. The full solution gives 1.59%. The estimate is slightly low because the potential curve bends upward and lies above its tangent, so the electron density falls more slowly than assumed.

The missing-hole charge divided by \(qN_A\) defines an effective depletion width. At threshold it is 102.2 nm, smaller than \(W_m\) by the electron share.

## In what sense is the width a maximum?

Above threshold the full solution gives the following values.

| Gate voltage above \(V_T\) | \(\psi_s\) | Effective width |
|---|---|---|
| 0 V | 0.8334 V | 102.2 nm |
| 0.1 V | 0.9076 V | 106.4 nm |
| 0.2 V | 0.9468 V | 108.0 nm |

The width continues to grow and passes 104 nm, so \(W_m\) is a nominal value and not an upper bound. The growth does slow down: the first step of 0.1 V adds 4.3 nm and the second adds 1.6 nm. The depletion formula, which has no electrons and a sharp edge, would give 115.0 nm at 0.2 V above threshold. Most of the difference from the table is due to the electrons, and the rest to the smooth hole edge.

Two effects produce the slowing, and both follow from the expression for \(E^2\). Above threshold its electron term \(n_0e^u\) grows exponentially with the surface potential. The silicon charge then rises quickly, and the oxide takes a larger part of each gate step. Of the first 0.1 V, the silicon takes 0.074 V; of the second, it takes 0.039 V.

The second effect concerns depth. The expression gives \(E\) as a function of \(\psi\) alone, so raising the surface potential leaves the old potential profile intact and adds a new layer in front of it. The thickness of that layer is

\[
\Delta x=\int_{\psi_{\rm old}}^{\psi_{\rm new}}\frac{d\psi}{E(\psi)} .
\]

Holes are almost absent there, so the effective width increases by \(\Delta x\). Because \(E\) increases with \(\psi\), each further volt of surface potential adds less depth. Once the electron term dominates, \(E\) grows as \(e^{u/2}\) and the integral converges, so within the model the width approaches a finite limit somewhat above \(W_m\). With a 2 nm oxide the saturation is gradual over the range shown.

## Other oxides and the limits of the answer

Neither \(\phi_B\) nor \(W_m\) depends on the oxide thickness. The oxide drop \(Qt_{ox}/\varepsilon_{ox}\) is proportional to it, so

\[
V_T-V_{FB}\simeq0.8334\ \mathrm{V}+0.0963\ \mathrm{V}\times\frac{t_{ox}}{2\ \mathrm{nm}} .
\]

For a 10 nm oxide this is \(0.833+0.482\simeq1.315\) V. As \(t_{ox}\to0\) the electrostatic formula tends to \(2\phi_B\), the part of the voltage that must bend the silicon bands. A real oxide conducts by direct tunnelling long before that limit; even at 2 nm a small leakage current flows, which the model ignores.

The intrinsic density is an input, and it affects the second decimal of the threshold. With \(n_i=1.5\times10^{10}\ \mathrm{cm^{-3}}\), the bulk potential falls by \(\phi_t\ln1.5=0.0105\) V to 0.4062 V. The width becomes 102.5 nm and the threshold 0.9075 V. Most of the 0.022 V reduction comes from \(2\phi_B\).

The model also assumes complete ionisation, uniform doping, no interface traps and a gate that does not itself deplete. It treats the electrons classically, although their layer has a thickness of only about \(\phi_t/E_s\simeq1.6\) nm at threshold; quantum confinement is left out. At this doping it raises the gate voltage needed for a given electron charge by a few hundredths of a volt, so the second decimal of the threshold belongs to the classical model. Boltzmann statistics requires electron densities well below the effective density of states of the conduction band, about \(3\times10^{19}\ \mathrm{cm^{-3}}\) for silicon at this temperature. At 0.2 V above threshold the computed surface density is \(8\times10^{18}\ \mathrm{cm^{-3}}\), about a quarter of the effective density of states, so Boltzmann statistics is only approximate in the last row of the table.

Finally, 0.93 V is a distance from flat band. Within this model, the voltage to be applied to the gate is \(V_{FB}+0.93\) V, and \(V_{FB}\) requires the gate material and the oxide charge, which the problem does not specify. The computed values are collected in the numerical output.

## Table of computed values

```
Temperature: 300 K
Acceptor density: 1.0e+17 cm^-3
Intrinsic density: 1.0e+10 cm^-3
Relative permittivity, silicon: 11.7
Relative permittivity, oxide: 3.9
Oxide thickness: 2.0 nm
Elementary charge: 1.60218e-19 C
Silicon permittivity: 1.03594e-12 F/cm
Oxide permittivity: 3.45313e-13 F/cm
Thermal voltage: 0.025852 V
ln(N_A/n_i): 16.1181
Bulk potential: 0.4167 V
Surface potential at threshold: 0.8334 V
Maximum depletion width: 103.81 nm
Depletion charge magnitude: 1.6632e-07 C/cm^2
Oxide capacitance: 1.7266e-06 F/cm^2
Oxide voltage drop: 0.0963 V
Threshold minus flat band: 0.9297 V
Full Poisson-Boltzmann solution at threshold:
  surface potential: 0.8334 V
  surface electron density: 1.000e+17 cm^-3
  total silicon charge magnitude: 1.6632e-07 C/cm^2
  effective depletion width: 102.16 nm
  electron share of charge: 1.59 %
  estimated electron share: 1.55 %
Full solution below threshold:
  gate voltage from flat band: 0.4848 V
  surface potential: 0.4187 V
  hole-tail deficit: 0.02585 V
Full solution 0.1 V above threshold:
  surface potential: 0.9076 V
  surface electron density: 1.77e+18 cm^-3
  effective depletion width: 106.42 nm
Full solution 0.2 V above threshold:
  surface potential: 0.9468 V
  surface electron density: 8.05e+18 cm^-3
  effective depletion width: 108.04 nm
Width at 0.2 V above, electrons absent: 115.02 nm
With intrinsic density 1.5e10 cm^-3 instead:
  bulk potential: 0.4062 V
  maximum depletion width: 102.50 nm
  threshold minus flat band: 0.9075 V
```
